# The on-top exchange hole of the relativistic electron gas

## A number to explain

Take a uniform electron gas of density \(n=10^6\) Å\(^{-3}\) and ask how much exchange lowers the density of other electrons at the position of a given electron. The nonrelativistic answer is \(-n/2=-5.00\times10^5\) Å\(^{-3}\). With Dirac electrons at the same density it is \(-3.89\times10^5\) Å\(^{-3}\). The Pauli principle is the same in both cases, yet the hole at contact is 22% shallower than the nonrelativistic one.

The algebra below uses atomic units, so the electron mass is 1, the rest energy is \(c^2\), and an electron of wave vector \(\mathbf k\) has energy \(E=c\sqrt{k^2+c^2}\), rest energy included. The gas is at zero temperature, with Fermi wave number \(k_F\). The strength of relativity is measured by \(\beta=k_F/c\), which is \(\hbar k_F/(mc)\) in general units. The Dirac matrix often called \(\beta\) is written \(\gamma^0\).

## Simple case: two spin components

Let the state be a single determinant of \(N\) orthonormal orbitals \(\varphi_i(x)\), where \(x=(\mathbf r,a)\) and \(a\) labels the components of the orbital. Nonrelativistically there are two components, spin up and spin down. The wave function is

\[
\Psi=\frac1{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\prod_{m=1}^N\varphi_{P(m)}(x_m).
\]

The pair density is \(N(N-1)\) times the integral of \(|\Psi|^2\) over \(x_3,\dots,x_N\). In the double sum over permutations \(P\) and \(Q\), orthonormality requires \(Q(m)=P(m)\) for every \(m\ge3\). Two choices remain: \(Q=P\), or \(Q\) equal to \(P\) with its first two images exchanged, which carries a minus sign. Each ordered pair \(i=P(1)\), \(j=P(2)\) occurs \((N-2)!\) times, and the prefactor is \(N(N-1)(N-2)!/N!=1\). Therefore

\[
P_2(x,x')=\sum_{ij}\left[|\varphi_i(x)|^2|\varphi_j(x')|^2-\varphi_i^*(x)\varphi_i(x')\,\varphi_j(x)\varphi_j^*(x')\right].
\]

The terms \(i=j\) cancel and may be included. With \(\gamma(x,x')=\sum_i\varphi_i(x)\varphi_i^*(x')\), the second term is \(-\gamma(x',x)\gamma(x,x')\). Summing over the components at both points gives

\[
P_2(\mathbf r,\mathbf r')=n(\mathbf r)n(\mathbf r')-\mathrm{Tr}\,[\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)],
\]

where \(\gamma(\mathbf r,\mathbf r')\) is now a matrix in the component labels. The exchange hole is defined by \(P_2=n(\mathbf r)[n(\mathbf r')+n_x(\mathbf r,\mathbf r')]\), so

\[
n_x(\mathbf r,\mathbf r')=-\frac{\mathrm{Tr}\,[\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)]}{n(\mathbf r)} .
\]

Nothing here depends on the number of components. A three-electron determinant with four components per site, whose pair density was summed directly from the wave function, agrees with this formula to rounding error.

For the unpolarized nonrelativistic gas, each spin component holds \(n/2\) and the two are not mixed. At contact \(\gamma\) is \(n/2\) times the \(2\times2\) unit matrix, and

\[
n_x(0)=-\frac1n\left[\left(\frac n2\right)^2+\left(\frac n2\right)^2\right]=-\frac n2 .
\]

**Limit check.** If all electrons have spin up, the contact matrix has the single entry \(n\), and \(n_x(0)=-n\). The contact pair density \(n[n+n_x(0)]\) is then zero, as it must be for electrons with one common spin state. The hole thus depends on how the density is distributed over components.

## Generalization: four components

A free Dirac electron has the Hamiltonian matrix

\[
H(\mathbf k)=c\,\boldsymbol\alpha\cdot\mathbf k+c^2\gamma^0 .
\]

The four matrices \(\alpha_x,\alpha_y,\alpha_z,\gamma^0\) are Hermitian and traceless, square to one and anticommute with each other. In \(H^2\) the cross terms cancel, leaving \(H^2=c^2k^2+c^4=E^2\). The eigenvalues are therefore \(\pm E\), and since \(\mathrm{Tr}\,H=0\), each occurs twice.

The gas is described in the no-pair picture: both positive-energy states are filled for every \(k<k_F\), and vacuum contributions are left out. Summing \(uu^\dagger\) over the two normalized spinors at one \(\mathbf k\) gives the projector onto the positive-energy space,

\[
\Lambda(\mathbf k)=\frac12\left[1+\frac{H(\mathbf k)}E\right]
=\frac12\left[1+\frac{c\,\boldsymbol\alpha\cdot\mathbf k+c^2\gamma^0}{E}\right].
\]

It gives 1 on states of energy \(+E\) and 0 on states of energy \(-E\). Because both states are filled, no choice of spin axis survives. With plane waves in a large volume, and \(\mathbf r\) now the separation of the two points,

\[
\gamma(\mathbf r)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\Lambda(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r}.
\]

The density is the trace at \(\mathbf r=0\). Since \(\mathrm{Tr}\,\Lambda=2\),

\[
n=2\,\frac{1}{8\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\]

the same relation as without relativity, because counting plane waves does not involve their energy.

At contact the term with \(\boldsymbol\alpha\cdot\mathbf k\) is odd in \(\mathbf k\) and integrates to zero. The other two terms are even. The sphere contributes \(\int d^3k/(2\pi)^3=n/2\), so with

\[
s=\left\langle\frac{c^2}{E}\right\rangle=\frac3{k_F^3}\int_0^{k_F}k^2\,\frac{c^2}{E}\,dk
\]

one finds

\[
\gamma(0)=\frac12\cdot\frac n2\,(1+s\gamma^0)=\frac n4(1+s\gamma^0).
\]

Squaring gives \((1+s\gamma^0)^2=1+s^2+2s\gamma^0\), whose trace is \(4(1+s^2)\). Hence \(\mathrm{Tr}\,\gamma(0)^2=(n^2/16)\,4(1+s^2)\), and

\[
\boxed{\,n_x(0)=-\frac n4\,(1+s^2)\,}
\]

**Limit checks.** For \(\beta\to0\), every occupied state has \(E\to c^2\), so \(s\to1\) and the hole tends to \(-n/2\), the two-component result. For \(\beta\to\infty\), nearly all the sphere has \(E\gg c^2\), so \(s\to0\) and the hole tends to \(-n/4\). Since \(0<s<1\) at any finite positive \(\beta\), neither value is reached there.

## Where the missing depth went

In the standard representation \(\gamma^0=\mathrm{diag}(1,1,-1,-1)\), so \(\gamma(0)\) is diagonal. Each upper component holds \(n(1+s)/4\), each lower component \(n(1-s)/4\), and

\[
n_x(0)=-\frac1n\sum_{a=1}^4n_a^2 .
\]

In this basis exchange at contact acts within each component and not between different ones. Relativity moves density from the two upper components into the two lower ones. The same total, spread more evenly over the four components, has a smaller sum of squares. The Cauchy–Schwarz inequality gives \(n^2=(\sum_an_a)^2\le4\sum_an_a^2\), so with four components the hole cannot be shallower than \(-n/4\). The ultrarelativistic gas approaches that bound because its density becomes equally divided.

The split into upper and lower components depends on the representation, but the trace does not. A view that avoids the split compares electrons pair by pair. For wave vectors \(\mathbf k\) and \(\mathbf k'\), the trace rules give

\[
\mathrm{Tr}\,[\Lambda(\mathbf k)\Lambda(\mathbf k')]=1+\frac{c^4+c^2\,\mathbf k\cdot\mathbf k'}{EE'} .
\]

Averaged over both spheres, the term with \(\mathbf k\cdot\mathbf k'\) vanishes and \(1+s^2\) remains. Multiplication by \((n/2)^2\) returns \(\mathrm{Tr}\,\gamma(0)^2\).

**Limit check.** For \(\mathbf k'=\mathbf k\) the trace is \(1+E^2/E^2=2\): the two spin spaces coincide. For \(\mathbf k'=-\mathbf k\) it is

\[
1+\frac{c^4-c^2k^2}{E^2}=\frac{2c^4}{E^2},
\]

which goes to zero for \(k\gg c\). Very fast electrons with opposite momenta thus have nearly orthogonal spinor spaces, and exchange between them hardly lowers the density at contact. For slow electrons, with \(k\) and \(k'\) both much smaller than \(c\), the trace is close to 2 whatever their directions.

## From \(s\) to \(\beta\)

Put \(q=k/c\), so that \(c^2/E=1/\sqrt{1+q^2}\) and

\[
s=\frac3{\beta^3}\int_0^\beta\frac{q^2\,dq}{\sqrt{1+q^2}} .
\]

The function \(\tfrac12[q\sqrt{1+q^2}-\operatorname{arsinh}q]\) has the derivative

\[
\frac12\,\frac{(1+q^2)+q^2-1}{\sqrt{1+q^2}}=\frac{q^2}{\sqrt{1+q^2}},
\]

and it vanishes at \(q=0\). Therefore

\[
s=\frac{3}{2\beta^3}\left[\beta\sqrt{1+\beta^2}-\operatorname{arsinh}\beta\right].
\]

To see that the hole moves in one direction, differentiate the integral form. The prefactor gives \(-3s/\beta\), and the upper limit gives \((3/\beta^3)\,\beta^2/\sqrt{1+\beta^2}\):

\[
\frac{ds}{d\beta}=\frac3\beta\left[\frac1{\sqrt{1+\beta^2}}-s\right]<0 .
\]

The sign follows because \(s\) averages a function that decreases with \(q\), and such an average exceeds the value at the edge \(q=\beta\). The relative depth \(-n_x(0)/n=(1+s^2)/4\) has derivative \(\tfrac12s\,ds/d\beta\), so it falls steadily from \(1/2\) towards \(1/4\).

**Weak relativity.** Expand \(1/\sqrt{1+q^2}=1-q^2/2+3q^4/8-\dots\) and use the sphere averages \(\langle q^2\rangle=3\beta^2/5\) and \(\langle q^4\rangle=3\beta^4/7\):

\[
s=1-\frac{3\beta^2}{10}+\frac{9\beta^4}{56}-\dots
\]

In \(s^2\) the fourth-order coefficient is \(9/100+9/28=72/175\). Thus

\[
-\frac{n_x(0)}n=\frac12-\frac{3\beta^2}{20}+\frac{18\beta^4}{175}-\dots
\]

At \(\beta=0.1\) these terms give \(0.5-0.0015+0.00001=0.49851\), equal to the full result to the digits shown.

**Strong relativity.** For large \(\beta\), \(\beta\sqrt{1+\beta^2}=\beta^2+\tfrac12+\dots\) and \(\operatorname{arsinh}\beta=\ln(2\beta)+\dots\), so

\[
s=\frac3{2\beta}\left[1-\frac{\ln(2\beta)-\frac12}{\beta^2}+\dots\right],\qquad
-\frac{n_x(0)}n=\frac14+\frac9{16\beta^2}+\dots
\]

At \(\beta=20\) the two leading terms give 0.25141, against 0.25138 from the full formula. The approach to \(1/4\) is algebraic: at \(\beta=5\) the depth is still 0.269.

## The numbers for \(n=10^6\) Å\(^{-3}\)

This is a model gas with a round density. Its Fermi wave number is

\[
k_F=(3\pi^2\times10^6)^{1/3}\ \text{Å}^{-1}=309.4\ \text{Å}^{-1}.
\]

With \(\hbar ck_F=610464\) eV and \(mc^2=510999\) eV,

\[
\beta=\frac{610464}{510999}=1.1946 .
\]

The Fermi energy including rest energy is \(mc^2\sqrt{1+\beta^2}=796107\) eV. At the Fermi surface \(mc^2/E=0.642\), while the closed form gives the average \(s=0.7466\), larger than the edge value as the argument for the slope requires. Then

\[
-\frac{n_x(0)}n=\frac{1+0.5574}{4}=0.3894,
\]

so \(n_x(0)=-3.89\times10^5\) Å\(^{-3}\), or \(-5.77\times10^4\) bohr\(^{-3}\).

The component densities show the same thing. Each upper component holds \(0.4367\,n\) and each lower one \(0.0633\,n\), and \(2(0.4367^2+0.0633^2)=0.389\). The lower components contribute little to the sum of squares themselves. The hole is shallower mainly because the upper components have fallen from \(0.5\,n\) to \(0.4367\,n\).

The contact pair density of the determinant is \((1-0.3894)n^2=0.611\,n^2\), compared with \(0.5\,n^2\) nonrelativistically. The depth is halfway between its limits when \((1+s^2)/4=3/8\), that is \(s=1/\sqrt2\). This occurs at \(\beta=1.349\), or \(n=1.44\times10^6\) Å\(^{-3}\), so the example lies a little on the nonrelativistic side of the midpoint.

## Away from contact

A shallower hole at contact does not mean that less charge is excluded in total. Integrating over the separation turns the two exponentials into \((2\pi)^3\delta(\mathbf k-\mathbf k')\), and \(\Lambda^2=\Lambda\) gives

\[
\int d^3r\,n_x(\mathbf r)=-\frac1n\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\mathrm{Tr}\,\Lambda(\mathbf k)^2=-\frac nn=-1
\]

for every \(\beta\). Depth lost near contact must reappear at other separations.

To find where, do the angular integral in \(\gamma(\mathbf r)\). The integral of \(e^{i\mathbf k\cdot\mathbf r}\) over directions of \(\mathbf k\) is \(4\pi j_0(kr)\). Taking its gradient in \(\mathbf r\), with \(j_0'=-j_1\), shows that the integral of \(\hat{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\) is \(4\pi i\,\hat{\mathbf r}j_1(kr)\). Hence

\[
\gamma(\mathbf r)=\frac n4\left[A+\gamma^0B+i\,\boldsymbol\alpha\cdot\hat{\mathbf r}\,C\right],
\]

\[
A=\langle j_0(kr)\rangle,\quad B=\left\langle\frac{c^2}Ej_0(kr)\right\rangle,\quad C=\left\langle\frac{ck}Ej_1(kr)\right\rangle .
\]

Reversing \(\mathbf r\) changes the sign of the last term. In \(\mathrm{Tr}\,[\gamma(\mathbf r)\gamma(-\mathbf r)]\) the cross terms are traceless, and \(-i^2=1\) makes the last square positive:

\[
n_x(r)=-\frac n4\left(A^2+B^2+C^2\right).
\]

**Limit checks.** At \(r=0\), \(A=1\), \(B=s\) and \(C=0\), which returns the contact formula. For \(\beta\to0\), \(B\to A\) and \(C\to0\), which gives the nonrelativistic hole \(-nA^2/2\).

For the example, the relative depth \(-n_x/n\) is:

| \(k_Fr\) | relativistic | nonrelativistic |
|---|---|---|
| 0 | 0.3894 | 0.5000 |
| 1 | 0.3253 | 0.4082 |
| 2 | 0.1852 | 0.2133 |
| 3 | 0.0659 | 0.0597 |
| 4 | 0.0124 | 0.0038 |
| 5 | 0.0025 | 0.0016 |

The order first reverses at \(k_Fr=2.71\). Since \(1/k_F=0.00323\) Å, this is at less than 0.01 Å. Inside that distance the relativistic hole lacks about 0.08 of an electron, and this is made up before the profiles cross again at \(k_Fr=5.19\). Farther out both holes are weak and the order keeps alternating. The excess at \(k_Fr=4\) can be traced. The nonrelativistic depth there is \(A^2/2=0.0038\), so \(A^2/4=0.0019\), and \(A\) is the same function of \(k_Fr\) in both gases. The remaining 0.0105 of the relativistic depth comes from \(B^2+C^2\).

## What the result covers

The formula describes exchange in the charge density, the part that enters the Coulomb interaction. Relativistic electrons also interact through their currents, and that transverse exchange is not described by this hole. Nor does the contact value alone fix the Coulomb exchange energy, which weights the whole profile by \(1/r\).

Correlation is absent. Coulomb repulsion changes the contact pair density, so \(0.611\,n^2\) belongs to the determinant and not to the interacting gas. Spin polarization changes the component densities and with them the formula, as the fully polarized case showed for the nonrelativistic gas. In an atom, using the result with the local density is a further approximation that nothing here justifies.

The contact formula, and the finite-separation formula at \(k_Fr=2.5\), were also tested against density matrices built from numerically diagonalized Dirac Hamiltonians, for \(\beta\) from 0.1 to 20; the deviations are in the numerical output.

## Calculated quantities

```
WORKED EXAMPLE
density n = 1.000e+06 angstrom^-3
Fermi wave number kF = 309.367 angstrom^-1
length 1/kF = 0.003232 angstrom
rest energy m c^2 = 510999.0 eV
hbar c = 1973.2698 eV angstrom
hbar c kF = 610464.1 eV
beta = 1.19465 (no unit)
Fermi energy with rest energy = 796107.0 eV
m c^2 / E at the Fermi surface = 0.64187 (no unit)
s = 0.74662, s^2 = 0.55744 (no unit)
each upper component density = 4.3666e+05 angstrom^-3
each lower component density = 6.3345e+04 angstrom^-3
-n_x(0)/n = 0.38936 (no unit)
on-top hole n_x(0) = -3.8936e+05 angstrom^-3
on-top hole n_x(0) = -5.7697e+04 bohr^-3
nonrelativistic on-top hole = -5.0000e+05 angstrom^-3
contact pair density / n^2 = 0.61064 (no unit)
PROFILE: kF r, -n_x/n relativistic, -n_x/n nonrelativistic (no unit)
  0.0  0.389361  0.500000
  1.0  0.325262  0.408162
  2.0  0.185158  0.213268
  3.0  0.065921  0.059746
  4.0  0.012390  0.003792
  5.0  0.002549  0.001628
TABLE: beta, s, -n_x(0)/n formula, same from spinors (no unit)
    0.1  0.997016  0.498510  0.498510
    0.5  0.933662  0.467931  0.467931
    1.0  0.799260  0.409704  0.409704
    2.0  0.567844  0.330612  0.330612
    5.0  0.278192  0.269348  0.269348
   20.0  0.074402  0.251384  0.251384
halfway depth 3/8 at beta = 1.34911 (no unit)
halfway density = 1.4402e+06 angstrom^-3
SUM RULE: beta, integral to kF R = 60, with tail (no unit)
  0.1000  0.984161  1.000076
  1.1946  0.984112  1.000027
  5.0000  0.984082  0.999997
CHECKS (largest absolute deviation, no unit)
pair density of explicit determinant: 3.3e-16
on-top depth from spinors: 2.4e-14
density matrix at contact, over n: 1.2e-14
hole at kF r = 2.5 from spinors: 1.4e-15
small-beta series at beta = 0.01: 7.6e-14
(depth - 1/4) beta^2 at beta = 1000: 0.562492 (limit 0.5625)
```
